# Why imaginary-time propagation of a Dirac spinor misses the 1s state

## A free particle

Take a free electron at rest, in atomic units, with the rest energy $c^2$ subtracted. Its Dirac Hamiltonian is diagonal: the upper component has energy $0$ and the lower one $-2c^2$. Propagation in imaginary time, $d\psi/d\tau=-H\psi$, multiplies an amplitude of energy $E$ by $e^{-E\tau}$. The upper component therefore stays constant while the lower one grows as $e^{2c^2\tau}$. The propagation selects the lowest energy present, and unless the lower component is exactly zero that is a negative-energy state.

Motion makes this worse. For momentum $p$ and fixed helicity,
$$H=\begin{pmatrix}0&cp\\cp&-2c^2\end{pmatrix},\qquad E(E+2c^2)=c^2p^2,\qquad E_\pm=-c^2\pm\sqrt{c^4+c^2p^2}.$$
The negative branch grows at the rate $c^2+\sqrt{c^4+c^2p^2}$, which has no upper limit as $p$ increases. An empty lower component at the start is no protection: for $p\neq0$ the vector $(1,0)$ is not an eigenvector, so it contains both branches.

The belief that the same propagation relaxes a bound spinor to 1s carries over a property of the Schrödinger Hamiltonian, whose ground state lies at the bottom of the spectrum. The Dirac 1s state lies in the interior.

## The counter-example: a one-electron tin ion

Let $V=-Z/r$ with $Z=50$. Nuclear size, recoil and radiative corrections are left out. For $s_{1/2}$ states the radial functions $(P,Q)$ obey
$$H=\begin{pmatrix}V&c\left(-\frac{d}{dr}-\frac1r\right)\\ c\left(\frac{d}{dr}-\frac1r\right)&V-2c^2\end{pmatrix},\qquad \gamma=\sqrt{1-Z^2/c^2},$$
with $Z<c$ and the regular behaviour $r^\gamma$ at the nucleus. The two lowest bound energies are
$$E_1=-c^2(1-\gamma),\qquad E_2=-c^2\left(1-\sqrt{\tfrac{1+\gamma}{2}}\right),$$
here $-35228.6$ eV ($-1294.626$ hartree) and $-8884.4$ eV. The formula for $E_1$ is derived below; that for $E_2$ is the standard Dirac-Coulomb result, and diagonalization confirms it here.

Each component is expanded in 20 Laguerre functions, $r^\gamma e^{-1.5Zr}$ times polynomials. The trial spinor is a reasonable guess:
$$P\propto r^\gamma e^{-\zeta r},\qquad Q=-\frac{\zeta}{2c}P,\qquad \zeta=0.8Z.$$
This $Q$ follows from $Q\approx(P'-P/r)/(2c)$ with $\gamma$ replaced by 1. The negative-energy weight of the trial is only $7.43\times10^{-5}$. With $\hbar=1$, plain propagation in this basis gives the values below; the rows with $\tau>0$ depend on how deep the negative spectrum of the basis reaches.

| $\tau$ (1/eV) | $\langle H\rangle$ (eV) | negative weight |
|---|---|---|
| $0$ | $-33981$ | $7.43\times10^{-5}$ |
| $3.675\times10^{-7}$ | $-34545$ | $2.58\times10^{-4}$ |
| $7.350\times10^{-7}$ | $-56167$ | $4.32\times10^{-3}$ |
| $1.470\times10^{-6}$ | $-5470758$ | $0.945$ |
| $7.350\times10^{-5}$ | $-5788036$ | $1.000$ |

The energy passes the 1s value without settling there. To see why it keeps falling, write $n=\langle\psi|\psi\rangle$. Then $dn/d\tau=-2n\langle H\rangle$ and $d(n\langle H\rangle)/d\tau=-2n\langle H^2\rangle$, so
$$\frac{d\langle H\rangle}{d\tau}=-2\langle H^2\rangle+2\langle H\rangle^2=-2\,\mathrm{Var}(H)\le0.$$
The fall stops only at an eigenstate. The 1s state is one, but an unstable one: any negative-energy admixture grows relative to it.

The end point is the lowest eigenvalue of the matrix, and it has no physical meaning. With 8, 14 and 20 functions per component it is $-2.81$, $-4.29$ and $-5.79$ MeV. With 20 functions the collapsed state has a mean radius of $0.0040$ Å, against $0.0151$ Å for 1s; like its energy, this radius depends on the basis. A constant shift of $H$ multiplies all amplitudes by the same factor and cures nothing. Reversing the sign of $\tau$ selects the top of the matrix spectrum instead.

## How fast the collapse must be

Let $P_+$ and $P_-=1-P_+$ project on the positive- and negative-energy states of the full $H$, where 1s and all states above it count as positive.

**Collapse bound.** If $P_-\psi(0)\ne0$ and the propagated state exists, then
$$\frac{\|P_-\psi(\tau)\|}{\|P_+\psi(\tau)\|}\ \ge\ \frac{\|P_-\psi(0)\|}{\|P_+\psi(0)\|}\,e^{(2c^2+E_1)\tau}.$$

*Proof.* Both projectors commute with $H$, so the two parts evolve separately. Energies in the negative part are at most $-2c^2$, so its norm grows at least as $e^{2c^2\tau}$. Energies in the positive part are at least $E_1$, so its norm grows at most as $e^{-E_1\tau}$. Division gives the bound. $\square$

In the finite basis the limit $-2c^2$ on the negative energies also holds. Every vector with $P=0$ has $\langle H\rangle=\langle V\rangle-2c^2<-2c^2$, and the min-max principle then puts at least as many eigenvalues below $-2c^2$ as there are lower functions. Diagonalization finds exactly that many here, and the next eigenvalue agrees with $E_1$ to the digits printed.

In the full space the negative energies have no lower limit, so $e^{-H\tau}$ is an unbounded operator. For a general square-integrable start, the propagated state need not exist at any $\tau>0$. A finite basis hides this by cutting off the spectrum.

For the trial spinor the initial ratio is $\sqrt{7.43\times10^{-5}}\approx8.62\times10^{-3}$, and $2c^2+E_1=986769$ eV. The two parts must therefore be equal no later than
$$\tau=\frac{\ln(1/0.00862)}{986769\ \mathrm{eV}}\approx4.82\times10^{-6}\ \mathrm{eV}^{-1}.$$
The observed crossover is at $1.25\times10^{-6}$ eV$^{-1}$, to within one time step of $0.04\times10^{-6}$ eV$^{-1}$. It comes earlier because the bound uses the slowest negative-energy growth rate. This time belongs to the 20-function basis: adding functions to it extends the spectrum to deeper negative energies and brings the crossover earlier, while the growth rate in the bound does not depend on the cutoff.

Useful relaxation is much slower. The 2s admixture decays relative to 1s at the rate $E_2-E_1=26344$ eV, and
$$\frac{2c^2+E_1}{E_2-E_1}=37.46,\qquad e^{-37.46}=5.4\times10^{-17}.$$
While the 2s admixture falls by one factor $e$, a negative-energy rounding error of the size of double precision grows at least to order one. For $Z\ll c$ the ratio tends to $2c^2/(3Z^2/8)=16c^2/(3Z^2)$, so light atoms are worse.

## What does relax to 1s

**Statement.** For the point-nucleus problem above, with a start that overlaps the lowest state of the operator being relaxed (in the first procedure, at each $E$ used), each of these procedures yields 1s:

1. Starting from a value $-2c^2<E\le0$, relax the upper-component operator $L(E)$ at fixed $E$, set $E$ to the eigenvalue found, and repeat.
2. Propagate with $H$ inside the range of $P_+$, projecting again after each step in finite-precision work, with steps short enough that rounding errors stay small within one step.
3. Propagate with $(H+c^2)^2$ in place of $H$.

The third needs neither elimination nor projection, so the first two are not the only ways.

### Proof for the eliminated equation

The lower row of $H\psi=E\psi$ gives
$$Q=\frac{c\,(P'-P/r)}{2c^2+E-V}.$$
Inserting this in the upper row gives $L(E)P=EP$, with
$$L(E)=V+\left(-\frac{d}{dr}-\frac1r\right)w\left(\frac{d}{dr}-\frac1r\right),\qquad w=\frac{c^2}{2c^2+E-V}.$$
Here $E$ must be a fixed number. Eliminating $Q$ from the imaginary-time equation itself gives
$$Q(\tau)=e^{(2c^2-V)\tau}Q(0)-\int_0^\tau e^{(2c^2-V)(\tau-\tau')}\,c\left(P'-\frac Pr\right)(\tau')\,d\tau',$$
a memory term with a growing kernel. That is the original instability in another form.

Let $D=2c^2+E>0$ and $s=(1-\gamma)/Z$, and try $u=r^\gamma e^{-ar}$ with $a=sD$. Then
$$w\left(u'-\frac ur\right)=-c^2\,\frac{(1-\gamma)+ar}{Z+Dr}\,u=-c^2s\,u,$$
because $(1-\gamma)+ar=s(Z+Dr)$. Applying the remaining operator,
$$L(E)u=\left[-\frac Zr+c^2s\left(\frac{1+\gamma}{r}-a\right)\right]u.$$
Since $c^2s(1+\gamma)=c^2(1-\gamma^2)/Z=Z$, the $1/r$ terms cancel. The eigenvalue is $-c^2sa=-c^2s^2D$. With $c^2s^2=(1-\gamma)^2/(1-\gamma^2)$ this becomes
$$\lambda(E)=-q\,(2c^2+E),\qquad q=\frac{1-\gamma}{1+\gamma}.$$

To show that it is the lowest, write $P=uF$ and $y=w(u'-u/r)=-c^2su$. Then $P'-P/r=uF'+F(u'-u/r)$, and
$$\int w\left(P'-\frac Pr\right)^2dr=\int\left[wu^2F'^2+uy\,(F^2)'+F^2y\left(u'-\frac ur\right)\right]dr.$$
Integrate the middle term by parts. Its boundary term is $F^2uy=-c^2sP^2$, which vanishes at both ends. What remains of the last two terms is
$$\int F^2u\left(-y'-\frac yr\right)dr=\int(\lambda-V)P^2\,dr,$$
because $L(E)u=\lambda u$ means $-y'-y/r=(\lambda-V)u$. Hence
$$\langle P|L(E)-\lambda|P\rangle=\int w\,u^2\left[\left(\frac Pu\right)'\right]^2dr\ \ge0,$$
with equality only for $P\propto u$. So $L(E)$ is bounded below and $u$ is its unique ground state. The continuum of $L(E)$ starts at $0$, since far from the nucleus only a positive kinetic term remains. As $\lambda<0$, the ground state is isolated, and relaxation at fixed $E$ converges to it. A positive start has the required overlap because $u>0$.

Self-consistency requires $E=-q(2c^2+E)$, so $E=-2c^2q/(1+q)$. With $1+q=2/(1+\gamma)$ this is $E=-c^2(1-\gamma)=E_1$. For $-2c^2<E\le0$ the new value $-q(2c^2+E)$ lies between $-2c^2q$ and $0$, so $D$ stays positive. Each update multiplies the error by $-q$, and $0<q<1$, so the iteration converges. $\square$

For tin $q=0.035701$. Starting from $E=0$, the first update gives
$$-0.035701\times1021997.9\ \mathrm{eV}\approx-36486\ \mathrm{eV},$$
and the next ones give $-35183.7$, $-35230.2$ and $-35228.5$ eV. They alternate about $E_1$, as the negative factor requires. Also $Q=-csP$, so $q=c^2s^2$ is the norm ratio $\|Q\|^2/\|P\|^2$.

In the limit $c\to\infty$, $w\to\frac12$ and $L\to V-\frac12d^2/dr^2$, while $\lambda\to-Z^2/2$. Schrödinger relaxation is thus the limit of relaxation with $L(E)$. It is not the limit of relaxation with $H$: there even the slowest negative-energy growth relative to 1s has the rate $2c^2+E_1$, which increases without limit as $c\to\infty$.

### Proof for projection

In the range of $P_+$ the lowest energy is $E_1$, and every other amplitude decays relative to 1s at least as fast as $e^{-(E_2-E_1)\tau}$. $\square$

The projector can be found without knowing 1s. It is $P_+=\frac12[1+\mathrm{sign}(H+c^2)]$, since $E_1+c^2=\gamma c^2>0$ while negative energies give at most $-c^2$. The iteration $X\to\frac12(X+X^{-1})$, started from $(H+c^2)/c^2$, drives each eigenvalue to its sign.

Projecting once is enough in exact arithmetic only. In the tin calculation a single projection left a negative-energy amplitude of the order of the rounding error. In this basis and with this rounding seed, collapse came at $\tau\approx6.6\times10^{-6}$ eV$^{-1}$, when the 2s-to-1s ratio was still $0.841$ of its initial value. Projection after every step gave $-35228.572$ eV, equal to the closed form to the digits printed.

The projector must belong to $H$ with the nucleus included. Let $x_\pm$ be the parts of the 1s state selected by the free-particle projectors, and write $H$ in blocks $A$, $B$, $B^\dagger$, $D_-$ in that splitting. As $V<0$, $D_-\le-2c^2<E_1$. The lower row gives $x_-=(E_1-D_-)^{-1}B^\dagger x_+$, and the upper row then gives
$$\langle x_+|A-E_1|x_+\rangle=-\langle B^\dagger x_+|(E_1-D_-)^{-1}|B^\dagger x_+\rangle\le0.$$
Here $x_+\ne0$, since otherwise $E_1$ would be an eigenvalue of $D_-$. So the lowest energy of $A$ cannot lie above $E_1$. For tin it is $-35657$ eV with 14 functions and $-35668$ eV with 20, that is $0.43$ and $0.44$ keV below 1s. The value is still falling with basis size, and its limit is near $-35683$ eV, about $0.45$ keV below 1s. Relaxation there is stable, but it solves a different problem.

### Proof for the squared operator

The eigenvalue of $(H+c^2)^2$ is $\gamma^2c^4$ for 1s. The other bound states lie between $E_1$ and $0$ and give larger values, and both continua give at least $c^4$. So 1s is the isolated minimum, and $e^{-(H+c^2)^2\tau}$ selects it; here $\tau$ has the dimension of an inverse squared energy. $\square$

For tin this also gives $-35228.572$ eV. The argument needs 1s to be the state nearest to $-c^2$. In another potential, strong enough to pull 1s below the middle of the gap, the centre of the sign function would have to be moved below 1s. The centre of the square would have to be moved only if some other state came nearer to it than 1s. The numerical output lists the values computed in the finite bases.

## Numbers as computed

```
nuclear charge Z = 50, functions per component = 20
basis exponent / Z = 1.50
trial exponent / Z = 0.80
gamma = 0.931059, q = 0.035701
2c^2 = 1021997.9 eV
closed-form 1s energy = -35228.572 eV = -1294.62615 hartree
closed-form 2s energy = -8884.376 eV
1s energy from Dirac matrix = -35228.572 eV
gap 2s-1s = 26344.2 eV
least growth rate 2c^2+E1 = 986769.3 eV
growth rate / gap = 37.46
exp(-growth rate / gap) = 5.40e-17
plain propagation: tau (1/eV), energy (eV), negative weight
  0.000e+00  -33980.9  7.4301e-05
  1.837e-07  -34113.1  1.2726e-04
  3.675e-07  -34545.1  2.5780e-04
  7.350e-07  -56166.9  4.3168e-03
  1.470e-06  -5470757.9  9.4534e-01
  2.940e-06  -5788035.9  1.0000e+00
  7.350e-05  -5788036.3  1.0000e+00
observed crossover tau = 1.249e-06 1/eV
latest allowed crossover tau = 4.817e-06 1/eV
mean radius after collapse = 0.003992 angstrom
lowest matrix energy, 8 functions = -2811758 eV
lowest matrix energy, 14 functions = -4293179 eV
lowest matrix energy, 20 functions = -5788036 eV
top matrix energy, 20 functions = 2424721 eV
projected once: initial negative amplitude = 7.9e-17
projected once: crossover tau = 6.58e-06 1/eV
projected once: 2s/1s ratio left = 0.841 of start
projected trial energy = -33879.357 eV
projected every step: energy = -35228.572 eV
projected every step: total tau = 9.187e-04 1/eV
free projector, 14 functions: energy = -35657.2 eV
free projector, 20 functions: energy = -35668.1 eV
eliminated equation, E after 0 updates = 0.000 eV
eliminated equation, E after 1 updates = -36486.265 eV
eliminated equation, E after 2 updates = -35183.671 eV
eliminated equation, E after 3 updates = -35230.175 eV
eliminated equation, E after 4 updates = -35228.515 eV
eliminated equation, E after 5 updates = -35228.574 eV
eliminated equation, final E = -35228.572 eV
error factor per update = -0.035701
lower/upper norm ratio = 0.035701
squared-operator relaxation: energy = -35228.572 eV
mean radius, closed form = 0.015146 angstrom
mean radius, projected = 0.015146 angstrom
mean radius, eliminated = 0.015146 angstrom
```
